# The Drell-Yan cross section: colour average and scaling at lowest order: a numerical check

```python
"""
Lowest-order Drell-Yan pair production through one virtual photon:
  d2sigma/(dM2 dY) = 4 pi alpha^2/(9 M2 s)
       * sum_q e_q^2 [q(x1) qbar(x2) + qbar(x1) q(x2)],
  x1 = sqrt(M2/s) exp(Y),  x2 = sqrt(M2/s) exp(-Y).
M2: squared pair mass, Y: pair rapidity, s: squared hadronic energy,
e_q: quark charge in units of e, q(x): number density of quarks in x.
Natural units with energies in GeV; metric (+,-,-,-).
The parton densities are round model functions, not a fit.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import beta as beta_function

alpha = const.fine_structure
e_squared = 4 * np.pi * alpha
hbarc_GeV_m = const.hbar * const.c / (const.e * 1e9)
to_pb = hbarc_GeV_m**2 * 1e40          # GeV^-2 to picobarn
muon_mass = const.physical_constants[
    "muon mass energy equivalent in MeV"][0] / 1000

# ---------- colour: trace out the spectators of a singlet hadron ----------
delta = np.eye(3)
epsilon = np.zeros((3, 3, 3))
for perm in itertools.permutations(range(3)):
    epsilon[perm] = np.linalg.det(delta[list(perm)])
# four quarks i,j,k,l and one antiquark m, coupled to a colour singlet
singlet = (np.einsum("ijk,lm->ijklm", epsilon, delta)
           + 0.7 * np.einsum("jkl,im->ijklm", epsilon, delta)
           - 0.4 * np.einsum("ikl,jm->ijklm", epsilon, delta))
singlet /= np.linalg.norm(singlet)
rho_quark = np.einsum("ijklm,njklm->in", singlet, singlet)
rho_antiquark = np.einsum("ijklm,ijkln->mn", singlet, singlet)
assert np.allclose(rho_quark, delta / 3, atol=1e-12)
assert np.allclose(rho_antiquark, delta / 3, atol=1e-12)
colour_factor = np.einsum("ij,kl,ik,jl->", delta, delta,
                          rho_quark, rho_antiquark)
colour_sum = np.einsum("ij,ij->", delta, delta)
assert abs(colour_factor - 1 / 3) < 1e-12

# ---------- explicit Dirac spinors in the chiral representation ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma = [np.block([[zero2, one2], [one2, zero2]])]
gamma += [np.block([[zero2, sig], [-sig, zero2]]) for sig in pauli]
gamma = np.array(gamma)
metric = np.array([1, -1, -1, -1])


def spinors(momentum, mass, antiparticle=False):
    """Columns are the two spin states."""
    energy = momentum[0]
    p_sigma = np.einsum("i,iab->ab", momentum[1:], pauli)
    norm = np.sqrt(2 * (energy + mass))
    upper = ((energy + mass) * one2 - p_sigma) / norm
    lower = ((energy + mass) * one2 + p_sigma) / norm
    return np.vstack([upper, -lower if antiparticle else lower])


def current(left, right):
    return np.array([left.conj().T @ gamma[0] @ g @ right for g in gamma])


def lepton_current(shat, mass, cosine, phi=0.0):
    energy = np.sqrt(shat) / 2
    k = np.sqrt(energy**2 - mass**2)
    sine = np.sqrt(1 - cosine**2)
    k_vec = k * np.array([sine * np.cos(phi), sine * np.sin(phi), cosine])
    k1, k2 = np.r_[energy, k_vec], np.r_[energy, -k_vec]
    return current(spinors(k1, mass), spinors(k2, mass, True))


def spin_average(shat, mass, cosine):
    """Spin-averaged squared amplitude divided by e^4 e_q^2, no colour."""
    energy = np.sqrt(shat) / 2
    p1 = np.array([energy, 0, 0, energy])
    p2 = np.array([energy, 0, 0, -energy])
    quark = current(spinors(p2, 0.0, True), spinors(p1, 0.0))
    lepton = lepton_current(shat, mass, cosine)
    amplitude = np.einsum("m,mab,mcd->abcd", metric, quark, lepton) / shat
    return np.sum(np.abs(amplitude)**2) / 4


cos_nodes, cos_weights = np.polynomial.legendre.leggauss(3)


def parton_sigma_direct(shat, mass=0.0):
    """Unit-charge parton cross section from the explicit amplitudes."""
    mean = sum(w * spin_average(shat, mass, c)
               for c, w in zip(cos_nodes, cos_weights)) / 2
    phase_space = np.sqrt(1 - 4 * mass**2 / shat) / (8 * np.pi)
    return colour_factor * e_squared**2 * mean * phase_space / (2 * shat)


def mass_factor(shat, mass):
    r = mass**2 / shat
    return np.sqrt(1 - 4 * r) * (1 + 2 * r)


def parton_sigma_formula(shat, mass=0.0):
    return 4 * np.pi * alpha**2 / (9 * shat) * mass_factor(shat, mass)


M, root_s = 8.0, 40.0
M2, s = M**2, root_s**2
for test_mass in (0.0, muon_mass, 3.0):
    for c in (-0.8, 0.1, 0.6):
        law = 1 + c**2 + 4 * test_mass**2 / M2 * (1 - c**2)
        assert abs(spin_average(M2, test_mass, c) / law - 1) < 1e-11
    tensor = np.zeros((4, 4), complex)
    for c, w in zip(cos_nodes, cos_weights):
        for phi in np.arange(4) * np.pi / 2 + 0.3:
            j = lepton_current(M2, test_mass, c, phi)
            tensor += w / 8 * np.einsum("mab,nab->mn", j, j.conj())
    expected = 4 / 3 * (M2 + 2 * test_mass**2) * np.diag([0, 1, 1, 1])
    assert np.allclose(tensor, expected, atol=1e-10 * M2)
    assert abs(parton_sigma_direct(M2, test_mass)
               / parton_sigma_formula(M2, test_mass) - 1) < 1e-11

# phase space with the energy delta function smeared to a narrow Gaussian
heavy, width = 3.0, 1e-3 * M
k_center = np.sqrt(M2 / 4 - heavy**2)


def smeared_integrand(k):
    energy = np.sqrt(k * k + heavy**2)
    gauss = (np.exp(-0.5 * ((M - 2 * energy) / width)**2)
             / (width * np.sqrt(2 * np.pi)))
    return (4 * np.pi * k**2 / ((2 * np.pi)**3 * 4 * energy**2)
            * 2 * np.pi * gauss)


phase_direct = quad(smeared_integrand, k_center - 0.1, k_center + 0.1,
                    points=[k_center], epsabs=1e-12, epsrel=1e-10)[0]
phase_formula = np.sqrt(1 - 4 * heavy**2 / M2) / (8 * np.pi)
# the finite smearing width leaves a relative error of order 1e-6
assert abs(phase_direct / phase_formula - 1) < 1e-5

# ---------- pair kinematics and Jacobian from four-vectors ----------
X1, X2, S = sp.symbols("x1 x2 s", positive=True)
q0 = (X1 + X2) * sp.sqrt(S) / 2
qz = (X1 - X2) * sp.sqrt(S) / 2
pair_M2 = sp.expand(q0**2 - qz**2)
pair_Y = sp.log((q0 + qz) / (q0 - qz)) / 2
jacobian = sp.Matrix([pair_M2, pair_Y]).jacobian([X1, X2]).det()
assert sp.simplify(jacobian + S) == 0


# ---------- model hadron ----------
def densities(x, shift=0.0):
    """u, d, ubar, dbar; shift raises all large-x powers."""
    def valence(number, power):
        power = power + shift
        return (number * x**-0.5 * (1 - x)**power
                / beta_function(0.5, power + 1))
    sea = 0.2 * (1 - x)**(7 + shift) / x
    return valence(2, 3) + sea, valence(1, 4) + sea, sea, sea


def charge_weighted(x1, x2, shift=0.0):
    u1, d1, ub1, db1 = densities(x1, shift)
    u2, d2, ub2, db2 = densities(x2, shift)
    return (4 / 9 * (u1 * ub2 + ub1 * u2) + 1 / 9 * (d1 * db2 + db1 * d2))


def drell_yan(mass2, rapidity, s_had, shift=0.0):
    x1 = np.sqrt(mass2 / s_had) * np.exp(rapidity)
    x2 = np.sqrt(mass2 / s_had) * np.exp(-rapidity)
    return (4 * np.pi * alpha**2 / (9 * mass2 * s_had)
            * charge_weighted(x1, x2, shift))


number_u = quad(lambda x: densities(x)[0] - densities(x)[2], 0, 1)[0]
number_d = quad(lambda x: densities(x)[1] - densities(x)[3], 0, 1)[0]
assert abs(number_u - 2) < 1e-6 and abs(number_d - 1) < 1e-6
quark_momentum = quad(lambda x: x * sum(densities(x)), 0, 1)[0]

# ---------- finite bin: direct x1,x2 integral against the formula ----------
nodes, weights = np.polynomial.legendre.leggauss(12)


def rule(low, high):
    half = (high - low) / 2
    return zip((high + low) / 2 + half * nodes, half * weights)


def bin_direct(s_had, m_low, m_high, y_low, y_high):
    corners = sorted(m / np.sqrt(s_had) * np.exp(y)
                     for m in (m_low, m_high) for y in (y_low, y_high))
    total = 0.0
    for left, right in zip(corners[:-1], corners[1:]):
        for x1, w1 in rule(left, right):
            low = max(m_low**2 / (s_had * x1), x1 * np.exp(-2 * y_high))
            high = min(m_high**2 / (s_had * x1), x1 * np.exp(-2 * y_low))
            for x2, w2 in rule(low, high):
                total += (w1 * w2 * charge_weighted(x1, x2)
                          * parton_sigma_direct(x1 * x2 * s_had))
    return total


def bin_formula(s_had, m_low, m_high, y_low, y_high):
    return sum(wm * wy * drell_yan(m2, y, s_had)
               for m2, wm in rule(m_low**2, m_high**2)
               for y, wy in rule(y_low, y_high))


bin_40 = bin_direct(s, 7, 9, 0, 0.5)
bin_40_formula = bin_formula(s, 7, 9, 0, 0.5)
assert abs(bin_40 / bin_40_formula - 1) < 1e-7

# ---------- scaling at fixed M2/s, and its breaking ----------
bin_80 = bin_direct(4 * s, 14, 18, 0, 0.5)
assert abs(4 * bin_80 / bin_40 - 1) < 1e-10
scaled_40 = M2**2 * drell_yan(M2, 0.0, s)
scaled_80 = (4 * M2)**2 * drell_yan(4 * M2, 0.0, 4 * s)
drift = 0.1                            # change of power per unit of ln(M2)
power_shift = drift * np.log(4.0)
scaled_drift = (4 * M2)**2 * drell_yan(4 * M2, 0.0, 4 * s, power_shift)
assert abs(scaled_80 / scaled_40 - 1) < 1e-12
assert abs(scaled_drift / scaled_40 - 1) > 0.01

# ---------- rapidity integral against an integral over x1 ----------
tau = M2 / s
y_max = 0.5 * np.log(1 / tau)
mass_spectrum = quad(lambda y: drell_yan(M2, y, s), -y_max, y_max,
                     epsabs=0, epsrel=1e-10)[0]
spectrum_x = quad(lambda x: charge_weighted(x, tau / x) / (x * s), tau, 1,
                  epsabs=0, epsrel=1e-9)[0] * parton_sigma_direct(M2)
assert abs(mass_spectrum / spectrum_x - 1) < 1e-7

# ---------- numbers ----------
print(f"fine-structure constant alpha = {alpha:.8f}")
print(f"conversion (hbar c)^2 = {to_pb:.5e} pb GeV^2")
print(f"quark colour density, diagonal entry = {rho_quark[0, 0]:.6f}")
print(f"sum of delta_ij delta_ij over colours = {colour_sum:.0f}")
print(f"colour factor of the annihilation = {colour_factor:.6f}")
print(f"hadronic energy sqrt(s) = {root_s:.1f} GeV")
print(f"pair mass M = {M:.1f} GeV")
print(f"tau = M^2/s = {tau:.4f}")
print(f"largest |Y| = {y_max:.4f}")
print(f"muon mass = {muon_mass:.6f} GeV")
print(f"1 - muon mass factor at M = {1 - mass_factor(M2, muon_mass):.3e}")
sigma_unit = parton_sigma_direct(M2) * to_pb
print(f"parton cross section, unit charge = {sigma_unit:.3f} pb")
print(f"same without colour factor = {sigma_unit / colour_factor:.3f} pb")
print(f"parton cross section, u ubar = {4 / 9 * sigma_unit:.3f} pb")
print(f"parton cross section, d dbar = {1 / 9 * sigma_unit:.3f} pb")
print(f"momentum fraction in quarks and antiquarks = {quark_momentum:.4f}")
prefactor = 4 * np.pi * alpha**2 / (9 * M2 * s)
print(f"prefactor 4 pi alpha^2/(9 M^2 s) = {prefactor:.4e} GeV^-4")
print(f"prefactor converted = {prefactor * to_pb:.5f} pb/GeV^2")
for y in (0.0, 0.5):
    xa, xb = np.sqrt(tau) * np.exp(y), np.sqrt(tau) * np.exp(-y)
    print(f"Y = {y:.1f}: x1 = {xa:.5f}, x2 = {xb:.5f}")
    for name, x in (("x1", xa), ("x2", xb)):
        u, d, ub, db = densities(x)
        print(f"  at {name}: u = {u:.5f}, d = {d:.5f}, "
              f"ubar = dbar = {ub:.5f}")
    print(f"  charge-weighted density sum = {charge_weighted(xa, xb):.5f}")
    value = drell_yan(M2, y, s) * to_pb
    print(f"  d2sigma/(dM^2 dY) = {value:.5f} pb/GeV^2")
print(f"dsigma/dM^2, all Y = {mass_spectrum * to_pb:.5f} pb/GeV^2")
print(f"dsigma/dM, all Y = {2 * M * mass_spectrum * to_pb:.4f} pb/GeV")
print("bin A: sqrt(s) = 40 GeV, M = 7 to 9 GeV, Y = 0 to 0.5")
print(f"  direct x1,x2 integral = {bin_40 * to_pb:.6f} pb")
print(f"  integral of formula = {bin_40_formula * to_pb:.6f} pb")
print("bin B: sqrt(s) = 80 GeV, M = 14 to 18 GeV, Y = 0 to 0.5")
print(f"  direct x1,x2 integral = {bin_80 * to_pb:.6f} pb")
print(f"  ratio bin A / bin B = {bin_40 / bin_80:.6f}")
print("M^4 d2sigma/(dM^2 dY) at Y = 0, dimensionless:")
print(f"  sqrt(s) = 40 GeV, M = 8 GeV: {scaled_40:.5e}")
print(f"  sqrt(s) = 80 GeV, M = 16 GeV: {scaled_80:.5e}")
print(f"drift of large-x powers per unit ln(M^2) = {drift:.2f}")
print(f"power shift from M = 8 to 16 GeV = {power_shift:.4f}")
print(f"  scaled value with drift, M = 16 GeV: {scaled_drift:.5e}")
print(f"  ratio to value at M = 8 GeV = {scaled_drift / scaled_40:.4f}")
print("OK")
```

Running it gives:

```
fine-structure constant alpha = 0.00729735
conversion (hbar c)^2 = 3.89379e+08 pb GeV^2
quark colour density, diagonal entry = 0.333333
sum of delta_ij delta_ij over colours = 3
colour factor of the annihilation = 0.333333
hadronic energy sqrt(s) = 40.0 GeV
pair mass M = 8.0 GeV
tau = M^2/s = 0.0400
largest |Y| = 1.6094
muon mass = 0.105658 GeV
1 - muon mass factor at M = 1.826e-07
parton cross section, unit charge = 452.367 pb
same without colour factor = 1357.101 pb
parton cross section, u ubar = 201.052 pb
parton cross section, d dbar = 50.263 pb
momentum fraction in quarks and antiquarks = 0.4131
prefactor 4 pi alpha^2/(9 M^2 s) = 7.2610e-10 GeV^-4
prefactor converted = 0.28273 pb/GeV^2
Y = 0.0: x1 = 0.20000, x2 = 0.20000
  at x1: u = 2.71411, d = 1.33669, ubar = dbar = 0.20972
  at x2: u = 2.71411, d = 1.33669, ubar = dbar = 0.20972
  charge-weighted density sum = 0.56824
  d2sigma/(dM^2 dY) = 0.16066 pb/GeV^2
Y = 0.5: x1 = 0.32974, x2 = 0.12131
  at x1: u = 1.18391, d = 0.46932, ubar = dbar = 0.03686
  at x2: u = 4.92790, d = 2.77293, ubar = dbar = 0.66682
  charge-weighted density sum = 0.47772
  d2sigma/(dM^2 dY) = 0.13507 pb/GeV^2
dsigma/dM^2, all Y = 0.27914 pb/GeV^2
dsigma/dM, all Y = 4.4663 pb/GeV
bin A: sqrt(s) = 40 GeV, M = 7 to 9 GeV, Y = 0 to 0.5
  direct x1,x2 integral = 2.625491 pb
  integral of formula = 2.625491 pb
bin B: sqrt(s) = 80 GeV, M = 14 to 18 GeV, Y = 0 to 0.5
  direct x1,x2 integral = 0.656373 pb
  ratio bin A / bin B = 4.000000
M^4 d2sigma/(dM^2 dY) at Y = 0, dimensionless:
  sqrt(s) = 40 GeV, M = 8 GeV: 1.69002e-06
  sqrt(s) = 80 GeV, M = 16 GeV: 1.69002e-06
drift of large-x powers per unit ln(M^2) = 0.10
power shift from M = 8 to 16 GeV = 0.1386
  scaled value with drift, M = 16 GeV: 1.61455e-06
  ratio to value at M = 8 GeV = 0.9553
OK
```
